# Mean and Mean-Square Depth in a Triangular Well from Virial Relations: verification in Python

```python
# RESULT UNDER TEST: for V = F z on z > 0 with a hard wall at z = 0, each level E has
#   <z> = 2E/(3F)   and   <z^2> = 8E^2/(15F^2).
# F: force (eV/nm); K = hbar^2/(2m) (eV nm^2); z: distance from the wall (nm);
# E: energy above the corner of the well (eV); e2: Gaussian e^2 (eV nm).
# The example uses rough typical values for an inversion layer on (100) silicon.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros

q = const.e
K0 = const.hbar**2 / (2 * const.m_e) / q * 1e18
e2 = q / (4 * np.pi * const.epsilon_0) * 1e9
kT = const.k * 300.0 / q

# Chosen inputs (rough typical values)
m_normal, m_light = 0.92, 0.19
field_MVcm = 0.5
F = field_MVcm * 0.1                 # 1 MV/cm = 0.1 V/nm
eps_s, eps_ox = 11.7, 3.9
N_inv = 1e12 * 1e-14                 # nm^-2
N_A = 3.7e17 * 1e-21                 # nm^-3
gap, barrier, m_ox, t_ox = 1.12, 3.1, 0.5, 5.0
mobility = 500.0                     # cm^2/Vs
oxide_breakdown = 10.0               # MV/cm

K = K0 / m_normal
length = (K / F)**(1 / 3)
zeros = -ai_zeros(12)[0]
levels = zeros * F * length


def airy_integral(weight, E):
    """Integral of weight(z) * Ai(z/length - E/(F length))^2 over z > 0."""
    top = E / F + 14 * length
    return quad(lambda z: weight(z) * airy((z - E / F) / length)[0]**2,
                0, top, epsabs=1e-13, epsrel=1e-11, limit=300)[0]


# Moments and kinetic energy by quadrature of the wave functions
table = []
for E in levels[:5]:
    norm = airy_integral(lambda z: 1.0, E)
    z1, z2, z3 = [airy_integral(lambda z, p=p: z**p, E) / norm for p in (1, 2, 3)]
    kinetic = K * quad(lambda z: (airy((z - E / F) / length)[1] / length)**2,
                       0, E / F + 14 * length, epsabs=1e-13, limit=300)[0] / norm
    assert abs(z1 / (2 * E / (3 * F)) - 1) < 1e-7
    assert abs(z2 / (8 * E**2 / (15 * F**2)) - 1) < 1e-7
    assert abs(z3 / (16 * E**3 / (35 * F**3) + 3 * K / (7 * F)) - 1) < 1e-7
    assert abs(kinetic / (E / 3) - 1) < 1e-7
    spread = np.sqrt(z2 - z1**2)
    assert abs(spread / (2 * E / (3 * np.sqrt(5) * F)) - 1) < 1e-6
    table.append((E, z1, z2, z3, kinetic, spread))

# Grid diagonalization, which uses no Airy functions
h = 0.01
z = h * np.arange(1, 2400)


def ground_state(V):
    E, v = eigh_tridiagonal(2 * K / h**2 + V, np.full(len(z) - 1, -K / h**2),
                            select='i', select_range=(0, 0))
    psi = v[:, 0] / np.sqrt(h)
    return E[0], psi


def mean(values, psi):
    return h * np.sum(values * psi**2)


E_grid, psi_grid = ground_state(F * z)
z_grid, zz_grid = mean(z, psi_grid), mean(z**2, psi_grid)
assert abs(E_grid / levels[0] - 1) < 1e-4
assert abs(z_grid / (2 * E_grid / (3 * F)) - 1) < 2e-4
assert abs(zz_grid / (8 * E_grid**2 / (15 * F**2)) - 1) < 4e-4

# Classical bouncing particle: Newton's equation, averaged over one bounce
E1 = levels[0]
k_start = np.sqrt(E1 / K)
period = 2 * k_start / F
orbit = solve_ivp(lambda t, y: [2 * K * y[1], -F, y[0], y[0]**2, y[0]**3],
                  (0, period), [0, k_start, 0, 0, 0], rtol=1e-10, atol=1e-12)
c1, c2, c3 = orbit.y[2:, -1] / period
assert abs(c1 / table[0][1] - 1) < 1e-6
assert abs(c2 / table[0][2] - 1) < 1e-6
assert abs(c3 / (16 * E1**3 / (35 * F**3)) - 1) < 1e-6
assert table[0][3] > 1.01 * c3       # the third moment does contain hbar

# Self-consistent curved potential: inversion and depletion charge screen the field
poisson = 4 * np.pi * e2 / eps_s


def integral_from_wall(g, g_wall):
    return h * (np.cumsum(g) - g / 2 + g_wall / 2)


psi_h = psi_grid.copy()
E_h = E_grid
for _ in range(60):
    slope = F - poisson * (N_inv * integral_from_wall(psi_h**2, 0.0) + N_A * z)
    V_h = integral_from_wall(slope, F)
    E_new, psi_h = ground_state(V_h)
    change, E_h = abs(E_new - E_h), E_new
    if change < 1e-11:
        break
assert change < 1e-9
z_h = mean(z, psi_h)
mean_slope = mean(slope, psi_h)
assert E_h < E_grid and z_h > z_grid

# General weighted identity in that curved potential; the wall term matters if f(0) != 0
wall_slope2 = ((8 * psi_h[0] - psi_h[1]) / (6 * h))**2
one = np.ones_like(z)
weights = [(one, 0 * z, 0 * z, 1.0), (z, one, 0 * z, 0.0), (z**2, 2 * z, 0 * z, 0.0),
           (z**3, 3 * z**2, 6 * one, 0.0), (np.exp(-z), -np.exp(-z), -np.exp(-z), 1.0)]
identity_error = 0.0
for f, f_first, f_third, f_wall in weights:
    left = 4 * mean(f_first * (V_h - E_h), psi_h) + 2 * mean(f * slope, psi_h)
    right = K * (2 * f_wall * wall_slope2 + mean(f_third, psi_h))
    scale = 2 * mean(np.abs(f) * slope, psi_h)
    identity_error = max(identity_error, abs(left - right) / scale)
assert identity_error < 5e-4

# Use of the mean square: first-order shift from uniform depletion charge
shift_formula = -0.5 * poisson * N_A * 8 * E1**2 / (15 * F**2)
shift_grid = ground_state(F * z - 0.5 * poisson * N_A * z**2)[0] - E_grid
assert abs(shift_grid / shift_formula - 1) < 0.03

# Voltage share of the inversion charge depends only on its mean depth
drop = poisson * N_inv * h * (0.5 + np.sum(1 - integral_from_wall(psi_grid**2, 0.0)))
assert abs(drop / (poisson * N_inv * z_grid) - 1) < 1e-3
extra_oxide = eps_ox / eps_s * 2 * E1 / (3 * F)

# Finite oxide barrier (flat), current-conserving match at the interface
K_ox = K0 / m_ox


def mismatch(E):
    a, da = airy(-E / (F * length))[:2]
    return da / length * m_ox / m_normal - np.sqrt((barrier - E) / K_ox) * a


E_soft = brentq(mismatch, 0.85 * E1, E1)
kappa = np.sqrt((barrier - E_soft) / K_ox)
edge2 = airy(-E_soft / (F * length))[0]**2
norm_soft = airy_integral(lambda x: 1.0, E_soft) + edge2 / (2 * kappa)
z_soft = (airy_integral(lambda x: x, E_soft) - edge2 / (4 * kappa**2)) / norm_soft
slide = m_ox / (m_normal * kappa)
assert abs((E1 - E_soft) / (F * slide) - 1) < 0.03
assert abs((table[0][1] - z_soft) / slide - 1) < 0.05

# Image potential of the oxide interface
image = e2 * (eps_s - eps_ox) / (4 * eps_s * (eps_s + eps_ox))
E_im, psi_im = ground_state(F * z + image / z)
z_im = mean(z, psi_im)
image_first = image * mean(1 / z, psi_grid)
assert 0.85 * image_first < E_im - E_grid < image_first

# Thermal occupation: 2 valleys with heavy normal mass, 4 with light normal mass
levels_light = zeros * (K0 / m_light * F**2)**(1 / 3)
all_levels = np.concatenate([levels, levels_light])
dos = np.concatenate([np.full(12, 2 * m_light),
                      np.full(12, 4 * np.sqrt(m_light * m_normal))]) / (2 * np.pi * K0)


def occupation(mu):
    return dos * kT * np.log1p(np.exp((mu - all_levels) / kT))


mu = brentq(lambda x: occupation(x).sum() - N_inv, E1 - 1.0, E1 + 0.5)
share = occupation(mu) / N_inv
z_thermal = np.sum(share * 2 * all_levels / (3 * F))

# Remaining sizes
coulomb = e2 * np.sqrt(np.pi * N_inv) / ((eps_s + eps_ox) / 2)
broadening = const.hbar / (m_light * const.m_e * mobility * 1e-4)
field_ox = field_MVcm * eps_s / eps_ox
wkb = 2 * quad(lambda x: np.sqrt((barrier - E1 - 0.1 * field_ox * x) / K_ox), 0, t_ox)[0]
N_dep = F / poisson - N_inv
bending = 0.5 * poisson * N_dep**2 / N_A + poisson * N_inv * table[0][1]
clearance = gap - bending + E1
assert clearance > 0 and field_ox < oxide_breakdown

print(f"normal mass {m_normal} m0, light mass {m_light} m0")
print(f"surface field {field_MVcm} MV/cm, force F {F:.3f} eV/nm")
print(f"K = hbar^2/2m {K:.5f} eV nm^2, Airy length {length:.4f} nm")
for n, (E, z1, z2, z3, kin, spread) in enumerate(table[:3], 1):
    print(f"level {n}: Airy number {zeros[n-1]:.4f}, E {1e3*E:.2f} meV, E/F {E/F:.4f} nm")
    print(f"  <z> formula {2*E/(3*F):.4f} nm, quadrature {z1:.4f} nm")
    print(f"  <z^2> formula {8*E**2/(15*F**2):.4f} nm^2, quadrature {z2:.4f} nm^2")
    print(f"  rms depth {np.sqrt(z2):.4f} nm, spread {spread:.4f} nm, <T> {1e3*kin:.2f} meV")
print(f"grid, level 1: E {1e3*E_grid:.2f} meV, <z> {z_grid:.4f} nm, <z^2> {zz_grid:.4f} nm^2")
print(f"classical bounce: <z> {c1:.4f} nm, <z^2> {c2:.4f} nm^2")
print(f"<z^3>: quantum {table[0][3]:.4f} nm^3, classical {c3:.4f} nm^3")
print(f"largest relative error of weighted identity {identity_error:.1e}")
print(f"equivalent extra oxide thickness {extra_oxide:.3f} nm")
print(f"permittivities: silicon {eps_s}, oxide {eps_ox}")
print(f"inversion density {N_inv*1e14:.2e} cm^-2, doping {N_A*1e21:.2e} cm^-3")
print(f"depletion density {N_dep*1e14:.2e} cm^-2")
print(f"depletion shift: formula {1e3*shift_formula:.3f} meV, grid {1e3*shift_grid:.3f} meV")
print(f"barrier {barrier} eV, oxide mass {m_ox} m0, slide length {slide:.4f} nm")
print(f"finite barrier: E {1e3*E_soft:.2f} meV, <z> {z_soft:.4f} nm")
print(f"  2E/(3F) with that E {2*E_soft/(3*F):.4f} nm")
print(f"self-consistent field: E {1e3*E_h:.2f} meV, <z> {z_h:.4f} nm")
print(f"  2E/(3F) with surface F {2*E_h/(3*F):.4f} nm")
print(f"  mean field {10*mean_slope:.4f} MV/cm, 2E/(3F) with it {2*E_h/(3*mean_slope):.4f} nm")
print(f"image potential: E {1e3*E_im:.2f} meV, <z> {z_im:.4f} nm")
print(f"Coulomb scale for exchange and correlation {1e3*coulomb:.1f} meV")
print(f"kT at 300 K {1e3*kT:.2f} meV, Fermi level minus E1 {1e3*(mu-E1):.1f} meV")
print(f"lowest light-normal-mass level {1e3*levels_light[0]:.2f} meV")
print(f"share in level 1 {100*share[0]:.1f} %, in light-mass valleys {100*share[12:].sum():.1f} %")
print(f"thermal mean depth {z_thermal:.4f} nm")
print(f"mobility {mobility:.0f} cm2/Vs, collision broadening {1e3*broadening:.1f} meV")
print(f"oxide field {field_ox:.2f} MV/cm, rough breakdown {oxide_breakdown:.0f} MV/cm")
print(f"oxide {t_ox} nm: log10 of tunnelling factor {-wkb/np.log(10):.1f}")
print(f"gap {gap} eV, band bending {bending:.3f} eV")
print(f"level 1 above bulk valence edge {clearance:.3f} eV")
print("all assertions hold")
```

Printed output:

```
normal mass 0.92 m0, light mass 0.19 m0
surface field 0.5 MV/cm, force F 0.050 eV/nm
K = hbar^2/2m 0.04141 eV nm^2, Airy length 0.9391 nm
level 1: Airy number 2.3381, E 109.79 meV, E/F 2.1958 nm
  <z> formula 1.4638 nm, quadrature 1.4638 nm
  <z^2> formula 2.5714 nm^2, quadrature 2.5714 nm^2
  rms depth 1.6036 nm, spread 0.6547 nm, <T> 36.60 meV
level 2: Airy number 4.0879, E 191.95 meV, E/F 3.8391 nm
  <z> formula 2.5594 nm, quadrature 2.5594 nm
  <z^2> formula 7.8606 nm^2, quadrature 7.8606 nm^2
  rms depth 2.8037 nm, spread 1.1446 nm, <T> 63.98 meV
level 3: Airy number 5.5206, E 259.22 meV, E/F 5.1845 nm
  <z> formula 3.4563 nm, quadrature 3.4563 nm
  <z^2> formula 14.3354 nm^2, quadrature 14.3354 nm^2
  rms depth 3.7862 nm, spread 1.5457 nm, <T> 86.41 meV
grid, level 1: E 109.79 meV, <z> 1.4638 nm, <z^2> 2.5714 nm^2
classical bounce: <z> 1.4638 nm, <z^2> 2.5714 nm^2
<z^3>: quantum 5.1946 nm^3, classical 4.8396 nm^3
largest relative error of weighted identity 1.1e-04
equivalent extra oxide thickness 0.488 nm
permittivities: silicon 11.7, oxide 3.9
inversion density 1.00e+12 cm^-2, doping 3.70e+17 cm^-3
depletion density 2.23e+12 cm^-2
depletion shift: formula -0.736 meV, grid -0.741 meV
barrier 3.1 eV, oxide mass 0.5 m0, slide length 0.0867 nm
finite barrier: E 105.48 meV, <z> 1.3770 nm
  2E/(3F) with that E 1.4064 nm
self-consistent field: E 103.40 meV, <z> 1.5881 nm
  2E/(3F) with surface F 1.3787 nm
  mean field 0.4136 MV/cm, 2E/(3F) with it 1.6668 nm
image potential: E 122.95 meV, <z> 1.5549 nm
Coulomb scale for exchange and correlation 32.7 meV
kT at 300 K 25.85 meV, Fermi level minus E1 -40.9 meV
lowest light-normal-mass level 185.74 meV
share in level 1 76.6 %, in light-mass valleys 19.6 %
thermal mean depth 1.7086 nm
mobility 500 cm2/Vs, collision broadening 12.2 meV
oxide field 1.50 MV/cm, rough breakdown 10 MV/cm
oxide 5.0 nm: log10 of tunnelling factor -25.4
gap 1.12 eV, band bending 1.065 eV
level 1 above bulk valence edge 0.165 eV
all assertions hold
```
